# Counting-Limited Impurity Concentration in a One-Nanometre Sputtered Slice

## Problem

In sputter depth profiling by secondary-ion mass spectrometry, an ion beam erodes a sample while a mass spectrometer counts the ions of one impurity isotope that leave the surface. Ions are accepted from a square of side $L=50$ µm. The useful yield, defined as the number of detected ions per sputtered atom of the monitored isotope, is $Y=10^{-3}$. Background counts and mass interference are neglected.

(a) What impurity concentration gives, on average, one count from a slice of thickness $d=1$ nm?

(b) What concentration gives a 95% chance of at least one count from that slice?

(c) What concentration can be measured in that slice with a relative standard uncertainty of 10%?

(d) How does the answer to (a) change if ten successive slices are summed, or if the spectrometer is tuned to the impurity for half of the time?

## Solution

### What is counted

The concentration $C$ is the number of atoms of the monitored isotope per unit volume. If that isotope makes up a fraction $a$ of the element, the concentration of the element is $C/a$.

The area that matters is the one from which ions are accepted. The eroded crater is taken to be wider than this square, so that its sloping walls do not contribute. Atoms removed outside the accepted square cannot be counted, and they do not enter the volume below.

The useful yield already contains every loss between the surface and the counter: some sputtered atoms leave uncharged, some ions are lost in the spectrometer, and some arrive without being registered. No further efficiency factor is to be applied. $Y$ is taken as known and constant through the slice. That excludes the first few nanometres of a profile if the surface composition, and with it the ionization probability, is still changing there.

### (a) One expected count

The accepted area is

$$A=L^2=(50\times10^{-4}\ \text{cm})^2=2.5\times10^{-5}\ \text{cm}^2 ,$$

and since $1\ \text{nm}=10^{-7}$ cm, the volume of the slice is

$$V=Ad=(2.5\times10^{-5}\ \text{cm}^2)(10^{-7}\ \text{cm})=2.5\times10^{-12}\ \text{cm}^3 .$$

The slice contains on average $M=CV$ impurity atoms. Each is detected with probability $Y$, so the expected count is

$$\mu=MY=CVY .$$

Setting $\mu=1$ and solving for the concentration gives

$$C_1=\frac{1}{VY}=\frac{1}{(2.5\times10^{-12}\ \text{cm}^3)(10^{-3})}=4\times10^{14}\ \text{cm}^{-3}.$$

At this concentration the slice holds $C_1V=1000$ impurity atoms, of which one is detected on average. In a host with a round density of $5\times10^{22}$ atoms per cm³, the atomic fraction is

$$\frac{4\times10^{14}}{5\times10^{22}}=8\times10^{-9},$$

or 8 parts per billion. The host density enters this conversion alone; the concentration per volume does not depend on it, as long as $Y$ is given.

Two scalings follow from $C_1=1/(L^2dY)$. Halving the side of the square raises the limit by a factor of four, and halving the slice thickness raises it by two. Fine lateral resolution, fine depth resolution and a low limit therefore compete for the same atoms. If every sputtered impurity atom were detected, $Y=1$, the limit would be one atom per slice volume, $1/V=4\times10^{11}\ \text{cm}^{-3}$. No improvement of the spectrometer can take the one-count level of this slice below that value.

### The distribution of the count

An expected count of one does not mean that one ion will be seen. Parts (b) and (c) need the probability $P(k)$ of registering $k$ ions.

Suppose first that the number of impurity atoms in the slice is $n$. Each is detected independently with probability $Y$, so the count follows the binomial law

$$P(k\,|\,n)=\frac{n!}{k!\,(n-k)!}\,Y^k(1-Y)^{n-k}.$$

The number $n$ itself varies from slice to slice. If the impurity atoms are placed independently and at random in a sample much larger than the slice, each has a small chance of lying in the slice, and there are many of them. The number found there then follows the Poisson law with mean $M$,

$$p(n)=e^{-M}\frac{M^n}{n!}.$$

The probability of $k$ counts is the sum over all atom numbers that can produce them:

$$P(k)=\sum_{n=k}^{\infty}e^{-M}\frac{M^n}{n!}\,\frac{n!}{k!\,(n-k)!}\,Y^k(1-Y)^{n-k}.$$

The factors $n!$ cancel. With $j=n-k$, so that $M^n=M^kM^j$, the factors that do not depend on $j$ can be taken out of the sum:

$$P(k)=e^{-M}\frac{(MY)^k}{k!}\sum_{j=0}^{\infty}\frac{[M(1-Y)]^j}{j!}.$$

The remaining sum is the series of the exponential function, $e^{M(1-Y)}$. Its factor $e^{M}$ cancels $e^{-M}$, which leaves

$$P(k)=e^{-\mu}\frac{\mu^k}{k!},\qquad \mu=MY=CVY .$$

Random loss thus turns a Poisson number of atoms into a Poisson number of counts with a smaller mean. This holds for any $Y$ between 0 and 1; no approximation of small yield was made. Carrying out the sum over atom numbers numerically at $C_1$ reproduces the Poisson law to within $10^{-13}$.

### (b) A 95% chance of detection

Without background or interference, a count can come from nothing but the impurity, so a single count proves its presence. The impurity is missed when $k=0$, which has probability $P(0)=e^{-\mu}$. The chance of at least one count is

$$1-P(0)=1-e^{-\mu}.$$

At $C_1$, where $\mu=1$, this is $1-e^{-1}=0.63$. More than a third of such slices would show nothing. The concentration $C_1$ is therefore a scale for the sensitivity, and not a level at which detection is assured.

To reach a detection probability $p$, set $1-e^{-\mu}=p$. Then $e^{-\mu}=1-p$, and taking the logarithm gives $\mu=-\ln(1-p)$. Division by $VY$ turns the count into a concentration:

$$C_p=\frac{-\ln(1-p)}{VY}.$$

For $p=0.95$ the required expected count is $-\ln 0.05=3.00$, and

$$C_{0.95}=3.00\times4\times10^{14}\ \text{cm}^{-3}=1.2\times10^{15}\ \text{cm}^{-3}.$$

The same number answers a second question. Suppose the slice has been measured and no count was seen. For any concentration above $C_{0.95}$, an empty result would have had a probability below 5%. Hence $1.2\times10^{15}\ \text{cm}^{-3}$ is the 95% upper limit to be stated after a null result. It is a bound and must not be quoted as a measured concentration.

The result hardly changes if the number of atoms in the slice is fixed instead of random. With exactly $n$ atoms present, all of them are missed with probability $(1-Y)^n$. Setting this equal to 0.05 gives

$$n=\frac{-\ln 0.05}{-\ln(1-Y)} .$$

For small $Y$ the denominator is $-\ln(1-Y)\approx Y+Y^2/2=Y(1+Y/2)$, so that

$$n\approx\frac{-\ln0.05}{Y}\left(1-\frac{Y}{2}\right).$$

The first factor is the Poisson result, a mean of 2995.7 atoms. The correction lowers it by a relative amount $Y/2=5\times10^{-4}$, or about 1.5 atoms, to 2994.2. The smallest whole number that suffices is 2995, which is also what a direct search finds. At this yield, nearly all of the statistical uncertainty comes from which atoms are detected, and very little from how many happen to lie in the slice.

### (c) A 10% measurement

Detecting an impurity is easier than measuring how much of it there is. From an observed count $k$ the concentration is estimated as

$$\hat C=\frac{k}{VY}.$$

Its mean and spread follow from those of $k$. For the Poisson law the term $k=0$ does not contribute to the mean, and $k/k!=1/(k-1)!$, so

$$\langle k\rangle=\sum_{k=1}^{\infty}e^{-\mu}\frac{\mu^k}{(k-1)!}=\mu e^{-\mu}\sum_{i=0}^{\infty}\frac{\mu^i}{i!}=\mu .$$

In the same way, $k(k-1)/k!=1/(k-2)!$ gives

$$\langle k(k-1)\rangle=\mu^2e^{-\mu}\sum_{i=0}^{\infty}\frac{\mu^i}{i!}=\mu^2 .$$

Since $k^2=k(k-1)+k$, the variance is

$$\langle k^2\rangle-\langle k\rangle^2=\mu^2+\mu-\mu^2=\mu .$$

The mean of the estimate is $\langle\hat C\rangle=\mu/(VY)=C$, so it is right on average. Its standard deviation is $\sqrt\mu/(VY)$. Relative to $C=\mu/(VY)$ this is

$$r=\frac{\sqrt\mu}{\mu}=\frac{1}{\sqrt\mu}.$$

A relative uncertainty $r$ thus requires $\mu=1/r^2$ expected counts, and

$$C_r=\frac{1}{r^2VY}.$$

For $r=0.10$ this means 100 counts and

$$C_{10\%}=100\times4\times10^{14}\ \text{cm}^{-3}=4\times10^{16}\ \text{cm}^{-3}.$$

The spread found from the explicitly summed distribution at this concentration is 0.1000, as the formula requires.

The step from (a) to (c) is a factor of 100. At $C_1$ the relative standard deviation is 100%, so a single count says that the impurity is there but fixes its amount poorly. Between $4\times10^{14}$ and $4\times10^{16}\ \text{cm}^{-3}$, a profile with 1 nm slices can show an impurity while the scatter from point to point exceeds 10%.

This uncertainty covers counting alone. An error in $Y$ shifts all concentrations by a common factor: if the assumed yield is 20% too high, $\hat C$ is too low by the factor $1/1.2$, however many ions are counted.

### (d) Summed slices and shared time

**Summed slices.** Adding the counts of $m$ equal slices is the same as measuring one slice of volume $mV$. The one-count level becomes

$$C_1^{(m)}=\frac{1}{mVY}=\frac{C_1}{m}.$$

For $m=10$ it falls to $4\times10^{13}\ \text{cm}^{-3}$. The price is depth resolution: the result is the average concentration over 10 nm.

The gain is real when the impurity extends through all the summed slices. A layer thinner than one slice behaves differently. Let it contain $\sigma$ impurity atoms per unit area. The number of atoms removed from the accepted area is $\sigma A$. If the layer lies wholly within one slice, the expected count from that slice is $\sigma AY$, whatever the slice thickness. If a slice boundary cuts the layer, the same expected count is shared between two slices, and their counts must be added. One count then requires

$$\sigma_1=\frac{1}{AY}=\frac{1}{(2.5\times10^{-5}\ \text{cm}^2)(10^{-3})}=4\times10^{7}\ \text{cm}^{-2}.$$

Once the layer has been removed, further slices add no counts. For such a layer the areal density is the proper measure of sensitivity, and it can be lowered by a larger area or a higher yield, but not by summing over depth beyond the layer.

**Shared time.** A spectrometer that registers one mass at a time may have to switch between several species. While it is tuned to another mass, the erosion continues and the impurity atoms removed in that time are lost. Let the spectrometer be tuned to the impurity for a fraction $f$ of the time in which the slice is removed. With steady erosion and a uniform impurity, an atom leaves during an open interval with probability $f$ and is then detected with probability $Y$. The yield is replaced by $fY$, and

$$C_1^{(f)}=\frac{1}{VfY}=\frac{C_1}{f}.$$

For $f=0.5$ the limit doubles to $8\times10^{14}\ \text{cm}^{-3}$. If a quoted useful yield was determined with the switching included, $f$ is already contained in it and must not be applied again.

Slower erosion does not help within this model. It spreads the same atoms over a longer time, so the count rate falls while the total count per slice stays the same. The erosion rate appears nowhere in $C_1$.

### Table of cases

All cases use the 50 µm square and $Y=10^{-3}$. The slice is 1 nm thick except where ten slices are summed.

| Case | Expected counts | Concentration (cm⁻³) |
|---|---:|---:|
| One count on average | 1 | $4\times10^{14}$ |
| 95% chance of a count | 3.0 | $1.2\times10^{15}$ |
| 10% relative uncertainty | 100 | $4\times10^{16}$ |
| One count, ten slices summed | 1 | $4\times10^{13}$ |
| One count, half of the time | 1 | $8\times10^{14}$ |

The first three rows describe the same measurement. They differ by the question asked of it, which is why a detection limit has meaning only together with its criterion.

### A check by simulated erosion

The derivation took the number of atoms in the slice to be Poisson distributed. A simulation can test the result without putting that law in. A crater of side 100 µm and depth 2 nm is filled with a fixed number of 8000 atoms at random positions, which corresponds to the concentration $C_1$. An atom is counted if it lies in the central 50 µm square, belongs to the chosen slice and passes a random detection with probability $10^{-3}$.

The square covers one quarter of the crater area and one slice covers half of its depth. The expected count is therefore

$$8000\times\frac14\times\frac12\times10^{-3}=1 .$$

Over 4000 simulated craters the mean count from one slice is 0.982, the variance is 0.974, and a share of 0.375 of the slices gives no count, against the predicted 1, 1 and 0.368. The standard error of the mean is $\sqrt{1/4000}=0.016$, so the deviation of 0.018 is of the size expected from a finite sample. Two summed slices give a mean of 2.003, and half of the time gives 0.486, against predictions of 2 and 0.5. All these means, variances and zero-count shares were required to agree with the Poisson predictions within five standard errors, and they do. The full values are in the numerical output.

### When the estimate fails

**Background.** Let $b$ be the expected number of background counts in the slice, known from a separate measurement. One count then no longer proves the presence of the impurity. If the background is also Poisson distributed and independent of the signal, the total count has variance $\mu+b$. Subtracting the known number $b$ leaves this variance unchanged, and the relative uncertainty becomes

$$r=\frac{\sqrt{\mu+b}}{\mu}.$$

For $b\ll\mu$ this returns to $1/\sqrt\mu$. For $b\gg\mu$ it is $\sqrt b/\mu$, and the signal equals the background noise when $\mu=\sqrt b$. If the background grows in proportion to the removed volume, $b=\beta V$, this condition reads $CVY=\sqrt{\beta V}$, or

$$C=\frac{1}{Y}\sqrt{\frac{\beta}{V}} .$$

At this level the assumption $b\gg\mu$ means $b\gg1$, so many background counts are expected in each slice. The limit then falls as $1/\sqrt V$ instead of $1/V$. Summing ten slices then gains a factor that approaches $\sqrt{10}$, about 3, as $b$ grows, and no longer a factor of 10. For a 10% uncertainty the signal needed is about $10\sqrt b$, so this limit is reached only for $b\gg100$; at $b=10$ per slice the formula for $r$ still gives a gain of about 7. Any background thus raises the concentration needed for a 10% uncertainty. The one-count level $C_1$ is defined by the expected number of impurity counts and stays the same. But when background counts are likely, more than one count is needed to show the impurity at a chosen rate of false alarms, and the concentration for a 95% chance of detection rises as well. For $b=1$ and at most 5% false alarms, four counts are needed, and the required signal rises from $\mu=3.0$ to about 6.8.

**Clustered impurities.** Atoms that occur in groups are not placed independently. Suppose that they form randomly placed clusters of $s$ atoms, each lying wholly inside or outside the slice, and that the atoms of a cluster are still detected independently. The slice holds on average $M/s$ clusters. The count $q$ from one cluster is binomial, with mean $sY$ and variance $sY(1-Y)$, so

$$\langle q^2\rangle=sY(1-Y)+s^2Y^2 .$$

For a Poisson number of independent clusters, the variance of the total count is the mean number of clusters times $\langle q^2\rangle$:

$$\frac{M}{s}\left[sY(1-Y)+s^2Y^2\right]=\mu\left[1+(s-1)Y\right].$$

With $Y=10^{-3}$, clusters of ten atoms raise the variance by 0.9%, or by less if the slice boundaries cut some of them. The low yield hides such small clusters, because two atoms of the same cluster are seldom both detected. For $s=1000$ the formula gives about twice the Poisson variance, and the Poisson limits would no longer apply. A compact cluster of that size is about 3.4 nm across at the host density used above, so the full factor of two requires flat clusters or a thicker slice. Cut by 1 nm slices, such spherical clusters still raise the variance by about a third.

**Depth mixing.** The ion beam pushes some atoms deeper before they are removed. The ions counted during the removal of a 1 nm slice then come from a wider range of depth. For a slice well below the original surface and a concentration that is uniform over that range, as many atoms are carried into the slice as out of it, and the expected count is unchanged. For a sharp layer the counts are spread over several slices, and each slice receives fewer than $\sigma AY$. The one-count areal density of $4\times10^{7}\ \text{cm}^{-2}$ then refers to the sum over all slices that the layer has reached.

## Computed values

```
side of accepted square: 50 um
slice thickness: 1 nm
useful yield: 1.0e-03 ions per atom
accepted area: 2.50e-05 cm^2
slice volume: 2.50e-12 cm^3
one-count concentration: 4.00e+14 cm^-3
impurity atoms in slice at that level: 1000
one-count areal density: 4.00e+07 cm^-2
round host density: 5.0e+22 cm^-3
one-count atomic fraction: 8.0 ppb
chance of any count at one-count level: 0.632
expected counts for 95% detection: 2.996
concentration for 95% detection: 1.20e+15 cm^-3
same from numerical root: 1.20e+15 cm^-3
mean atoms in slice for 95% detection: 2995.7
fixed atom number for 95% detection: 2995
expected counts for 10% uncertainty: 100
concentration for 10% uncertainty: 4.00e+16 cm^-3
relative spread from explicit moments: 0.1000
one-count level, 10 slices summed: 4.00e+13 cm^-3
one-count level, duty fraction 0.5: 8.00e+14 cm^-3
largest difference from Poisson law: 7.0e-14
simulated crater: side 100 um, depth 2 nm
simulated atoms per crater: 8000, repeats: 4000
simulation, one slice: mean 0.982, variance 0.974, zero-count share 0.375 (predicted 1.0, 1.0, 0.368)
simulation, two slices summed: mean 2.003, variance 1.955, zero-count share 0.139 (predicted 2.0, 2.0, 0.135)
simulation, one slice, half duty: mean 0.486, variance 0.493, zero-count share 0.617 (predicted 0.5, 0.5, 0.607)
```
